# Collapse of a Twisted Homobilayer Moire into Stripes under Uniaxial Heterostrain

A bilayer with lattice constant 0.316 nm and a twist of 0.01 rad has, without strain, a triangular moire lattice of period \(a/\theta=31.6\) nm, and from that period follow a cell area, a carrier density per filled miniband and a two-dimensional band structure. If one layer is also stretched by 2% relative to the other, all of these can be wrong in kind. For a Poisson ratio of 0.25 the moire cell then has no finite area at first order, and the pattern consists of parallel stripes. The condition for this is a relation between twist and strain,

\[
|\theta|=|e|\sqrt{\nu},
\]

which holds for every direction of the strain axis.

Let layer 1 be an undeformed lattice with sites \(\mathbf R_0\) and reciprocal vectors \(\mathbf G\). Layer 2 is the same lattice after a uniform deformation, so that its sites are \(\mathbf r=F\mathbf R_0\) with \(F=R(\theta)(1+S)\). Here \(R(\theta)\) is a counterclockwise rotation and \(S\) is a symmetric strain. A uniaxial heterostrain stretches layer 2 by \(e\) along one axis and contracts it by \(\nu e\) across that axis. Both layers are taken as rigid apart from this uniform deformation. With \(x\) along the strain axis,

\[
S=\begin{pmatrix} e&0\\0&-\nu e\end{pmatrix},\qquad
J=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad R(\theta)\approx 1+\theta J .
\]

The product \(\theta JS\) is of second order, so to first order \(F\approx1+E\) with

\[
E=S+\theta J=\begin{pmatrix} e&-\theta\\ \theta&-\nu e\end{pmatrix}.
\]

The order in which strain and rotation are applied does not matter at this order.

A site of layer 2 at \(\mathbf r\) came from \(\mathbf R_0=F^{-1}\mathbf r\), which is a site of layer 1. Its offset from layer 1 is therefore, up to a lattice vector,

\[
\mathbf d(\mathbf r)=\mathbf r-\mathbf R_0=(1-F^{-1})\mathbf r\approx E\,\mathbf r ,
\]

because \(F^{-1}\approx1-E\). This offset is the local stacking. The reciprocal vectors \(\mathbf G'\) of layer 2 must give the same phases on the deformed sites as \(\mathbf G\) gave on the original ones, \(\mathbf G'\cdot F\mathbf R_0=\mathbf G\cdot\mathbf R_0\). Hence \(F^{T}\mathbf G'=\mathbf G\), and the moire wavevectors are

\[
\mathbf g=\mathbf G-\mathbf G'=(1-F^{-1})^{T}\mathbf G\approx E^{T}\mathbf G .
\]

It follows that \(\mathbf G\cdot\mathbf d(\mathbf r)=\mathbf g\cdot\mathbf r\): any function of the stacking that has the period of the lattice is a Fourier series in the vectors \(\mathbf g\).

Two moire wavevectors are parallel when their cross product vanishes. A linear map multiplies the cross product of two plane vectors by its determinant, and \(\det E^T=\det E\), so

\[
\mathbf g_1\times\mathbf g_2=\det E\;(\mathbf G_1\times\mathbf G_2),
\]

\[
\det E=e(-\nu e)-(-\theta)(\theta)=\theta^2-\nu e^2 .
\]

Since \(\mathbf G_1\times\mathbf G_2\neq0\), the wavevectors are parallel if and only if \(\theta^2=\nu e^2\), which is the stated condition. The real-space cell area is inversely proportional to the cross product. With \(A\) the area of the atomic cell,

\[
A_{\rm moire}=\frac{A}{|\theta^2-\nu e^2|},
\]

and this diverges at the collapse. If the strain axis is turned by \(\alpha\) relative to the crystal, \(S\) becomes \(R(\alpha)SR(-\alpha)\), while \(J\), which commutes with rotations, is unchanged. Thus \(E\) becomes \(R(\alpha)ER(-\alpha)\), whose determinant is the same. The strain direction affects the form of the stripes but not the twist at which they appear.

The physical reason is seen by asking for a direction \(\mathbf n\) along which the stacking does not change, \(E\mathbf n=0\), or

\[
S\mathbf n=-\theta J\mathbf n .
\]

The right-hand side is perpendicular to \(\mathbf n\), so the strain must leave the length of a line along \(\mathbf n\) unchanged at first order. If \(\mathbf n\) makes an angle \(\varphi\) with the strain axis, this requires

\[
\mathbf n\cdot S\mathbf n=e(\cos^2\varphi-\nu\sin^2\varphi)=0,\qquad \tan^2\varphi=\frac1\nu .
\]

For \(\nu>0\) there are two such lines. Take \(\mathbf n=(\sqrt\nu,1)/\sqrt{1+\nu}\). Then

\[
S\mathbf n=\frac{e\sqrt\nu\,(1,-\sqrt\nu)}{\sqrt{1+\nu}}=-e\sqrt\nu\,J\mathbf n ,
\]

so the strain turns this line clockwise by \(e\sqrt\nu\). A counterclockwise twist of the same size turns it back, and the two layers then match all along the line. The other line is restored by the opposite twist. For \(\nu<0\) both principal strains have the same sign, every line changes its length, and \(\det E=\theta^2+|\nu|e^2\) cannot vanish for \(e\ne0\). For \(\nu=0\) the collapse occurs without twist, and the stripes are perpendicular to the strain axis.

At the collapse, with \(e\) and \(\theta\) both positive, the matrix factorizes:

\[
E=e\begin{pmatrix}1&-\sqrt\nu\\ \sqrt\nu&-\nu\end{pmatrix}
=e\begin{pmatrix}1\\ \sqrt\nu\end{pmatrix}\begin{pmatrix}1&-\sqrt\nu\end{pmatrix}.
\]

Each of the two vectors has length \(\sqrt{1+\nu}\). Writing \(\mathbf w\) and \(\mathbf m\) for the corresponding unit vectors and \(\eta=e(1+\nu)\),

\[
E=\eta\,\mathbf w\mathbf m^{T},\qquad \mathbf d=\eta\,s\,\mathbf w,\qquad
\mathbf g_j=\eta(\mathbf G_j\cdot\mathbf w)\,\mathbf m,\qquad s=\mathbf m\cdot\mathbf r .
\]

The stacking depends on the single coordinate \(s\) measured across the stripes. As \(s\) grows, the offset moves along \(\mathbf w\), which is in general not the direction \(\mathbf m\). With \(\beta=\arctan\sqrt\nu\), the vectors \(\mathbf w\) and \(\mathbf m\) lie at \(+\beta\) and \(-\beta\) from the strain axis, and the stripes run at \(90^\circ-\beta\) from it. If the product \(e\theta\) changes sign, \(\mathbf w\), \(\mathbf m\) and the stripe direction are mirrored in the strain axis. The crystal is not mirrored with them, so the wavelengths in general change. They stay the same if the strain axis is a mirror line of the lattice or, for a triangular lattice, if \(\nu=1/3\), where \(\mathbf w\) turns by \(2\beta=60^\circ\). Otherwise stripes that are periodic for one sign of the twist can be quasiperiodic for the other.

One-dimensional does not by itself mean periodic. The pattern repeats when \(\eta s\mathbf w\) equals a lattice vector, which requires \(\mathbf w\) to lie along one. If \(\mathbf T\) is the shortest lattice vector in that direction, the period is \(|\mathbf T|/\eta\). Otherwise the parallel wavevectors have incommensurate lengths, and the pattern is quasiperiodic across the stripes.

The determinant is quadratic in small quantities although \(E\) is known only to first order, so the size of the correction must be found. For a \(2\times2\) matrix \(\det(F-1)=\det F-\operatorname{tr}F+1\). Here \(\det F=(1+e)(1-\nu e)=1+(1-\nu)e-\nu e^2\) and \(\operatorname{tr}F=\cos\theta\,[2+(1-\nu)e]\). The exact wavevectors are parallel when \(\det(1-F^{-1})=\det(F-1)/\det F\) is zero, which gives

\[
1-\cos\theta=\frac{\nu e^2}{2+(1-\nu)e}.
\]

With \(1-\cos\theta\approx\theta^2/2\) and an expansion of the square root,

\[
\theta\approx e\sqrt\nu\left[1-\frac{(1-\nu)e}{4}\right].
\]

The correction is relatively of order \(e\), so the first-order law stands. The coefficient depends on how the strain is divided. Suppose instead that the layers are deformed by \(A_+=R(\theta/2)(1+S/2)\) and \(A_-=R(-\theta/2)(1-S/2)\). The wavevectors are now \((A_-^{-1}-A_+^{-1})^T\mathbf G\), and

\[
A_-^{-1}-A_+^{-1}=A_-^{-1}(A_+-A_-)A_+^{-1},
\]

so the collapse requires \(\det(A_+-A_-)=0\). Inserting \(R(\pm\theta/2)=\cos(\theta/2)\pm\sin(\theta/2)J\), the terms that are even under exchange of the layers cancel:

\[
A_+-A_-=\cos\tfrac\theta2\,S+2\sin\tfrac\theta2\,J .
\]

Its determinant is \(4\sin^2(\theta/2)-\nu e^2\cos^2(\theta/2)\), and therefore

\[
\tan\frac{\theta}{2}=\frac{e\sqrt\nu}{2}
\]

for \(e\) and \(\theta\) positive. The relative correction is now of order \(e^2\).

A real twist will miss the collapse by some small \(\delta\). Then \(\det E\approx2e\sqrt\nu\,\delta\). The absolute value of the determinant is the product of the two singular values of \(E\), of which the larger is still close to \(\eta\). The smaller one, the rate at which the stacking drifts along the stripe, is therefore

\[
\sigma\approx\frac{2e\sqrt\nu\,|\delta|}{e(1+\nu)}=\frac{2\sqrt\nu}{1+\nu}|\delta| .
\]

The stripes acquire structure along their length on the scale \(a/\sigma\), which at this order does not depend on the strain.

For the electrons, consider a band edge at the zone centre with an isotropic mass \(m^*\) and a scalar potential \(U\) that follows the local stacking. At the collapse \(U\) depends on \(s\) alone. With \(t\) the coordinate along the stripes, the product \(\psi=e^{ikt}\chi(s)\) separates the Schrödinger equation. For periodic stripes this gives

\[
\mathcal E=\mathcal E_n(q)+\frac{\hbar^2k^2}{2m^*},
\]

where \(q\) is the Bloch wavevector across the stripes. The holes move freely along the stripes and form minibands across them. At a zone-corner valley strain also shifts the band edge in momentum, and this simple form would need to be extended.

As an example take holes at the zone centre of near-parallel bilayer MoS\(_2\), with rough round parameters: \(a=0.316\) nm, \(\nu=0.25\), \(m^*\) equal to the free-electron mass, and \(e=0.02\). The collapse twist is

\[
\theta=0.02\times\sqrt{0.25}=0.0100\ \text{rad}=0.573^\circ .
\]

The exact condition gives 0.009963 rad if one layer carries all the strain, and 0.0099999 rad if the strain is shared. The stripes run at \(63.4^\circ\) from the strain axis, and \(\eta=0.02\times1.25=0.025\).

Let the strain axis lie at \(-26.6^\circ\) from a shortest reciprocal vector \(\mathbf G_1\). Since \(\beta=26.6^\circ\), \(\mathbf w\) then points along \(\mathbf G_1\). The shortest lattice vector in this direction has length \(\sqrt3a\), so

\[
L=\frac{\sqrt3\,a}{\eta}=\frac{\sqrt3\times0.316}{0.025}=21.9\ \text{nm}.
\]

These digits hold if the strain is shared between the layers. If one layer carries all of it, the second-order terms turn \(\mathbf w\) by \(0.43^\circ\), so the axis must be turned back by that angle to keep the stripes periodic, and the period is then 22.2 nm. If the strain axis itself lies along \(\mathbf G_1\), the collapse twist is the same, but the three wavelengths are 12.2, 183 and 13.1 nm at first order or with shared strain. The long one is sensitive to the direction of \(\mathbf w\) and becomes 212 nm if one layer carries all the strain. The ratio that follows is the first-order one. The ratio \(\mathbf G_2\cdot\mathbf w/\mathbf G_1\cdot\mathbf w=-\tfrac12+\tfrac{\sqrt3}{4}\) is irrational, so these stripes are quasiperiodic.

Return to the periodic case. The hole potential is modelled by the three shortest pairs of reciprocal vectors with \(V_1=40\) meV, \(U=2V_1\sum_j\cos(\mathbf G_j\cdot\mathbf d)\). The vector \(\mathbf G_1\) lies along \(\mathbf w\), and the other two have projections of \(-\tfrac12|\mathbf G_1|\) on it. With \(x=2\pi s/L\) the three phases are \(2x,-x,-x\), and

\[
U=2V_1(\cos2x+2\cos x).
\]

The derivative vanishes where \(\sin x\,(2\cos x+1)=0\). At \(x=0\), the AA stacking with atoms on top of each other, \(U=6V_1=240\) meV. At \(\cos x=-\tfrac12\), the two staggered stackings AB and BA, \(U=-3V_1=-120\) meV. Midway between these, at \(x=\pi\), \(U=-2V_1=-80\) meV. Each period thus holds two wells, separated by a barrier of 40 meV on one side and of 360 meV on the other.

At a minimum \(d^2U/dx^2=2V_1(-4\cos2x-2\cos x)=6V_1\), so the harmonic level spacing is \(\hbar\omega=(2\pi/L)\sqrt{6V_1\hbar^2/m^*}\). The kinetic energy of 0.381 meV at \(k=0.1\) nm\(^{-1}\) means \(\hbar^2/m^*=0.0762\) eV nm\(^2\), whence

\[
\hbar\omega=0.287\sqrt{0.24\times0.0762}\ \text{eV}\approx39\ \text{meV}.
\]

This puts the lowest level near \(-120+19=-101\) meV. The computed levels at \(q=0\) are \(-102.7\), \(-101.6\), \(-76.6\) and \(-64.9\) meV. The first two are the pair formed by tunnelling between the wells, with a gap of 1.15 meV. The third lies above the 40 meV barrier, where the harmonic estimate no longer applies, and the gap below it is 25.0 meV. The width of the lowest miniband is below \(10^{-6}\) meV, because a dependence on \(q\) requires tunnelling round the whole period, including the AA hill. For its lowest levels this rigid model is an array of separate double wires.

The thermal energy is 0.34 meV at 4 K, about 0.3 of the smaller gap and far below the larger one. At 300 K it is 25.9 meV, about equal to the larger gap, so at low density nearly 30% of the holes would occupy minibands above the lowest pair in the rigid potential, and about half in the relaxed potential described below. These are single-particle statements. The second miniband begins to fill at about \(5\times10^{11}\) cm\(^{-2}\), a spacing of 9 nm along a stripe, where the bare Coulomb repulsion between holes is 8 to 32 meV for a dielectric constant between 20 and 5. This is far above the smaller gap, so the single-particle filling of the lowest pair cannot be trusted at such densities.

A rigid displacement \(\mathbf d_0\) between the layers needs care. In an ordinary moire \(E\mathbf r+\mathbf d_0=E(\mathbf r+E^{-1}\mathbf d_0)\), so the pattern is merely translated. At the collapse \(E^{-1}\) does not exist, and a displacement perpendicular to \(\mathbf w\) can alter the periodic stripes themselves. A sideways shift of \(a/4\) adds \(\pm\pi/2\) to the phases of \(\mathbf G_2\) and \(\mathbf G_3\). Their cosines then cancel, leaving \(U=2V_1\cos2x\). The range of the potential falls from 360 to 160 meV at unchanged twist and strain.

Several other omissions can be sized. A potential harmonic of 10 meV at \(2\mathbf G_j\) contributes \(-30\) meV at AB and BA and \(+60\) meV midway between them. The barrier rises from 40 to 130 meV, the tunnelling gap drops from 1.15 to 0.04 meV, and the larger gap grows from 25 to 48 meV. The shorter star at \(\sqrt3|\mathbf G_j|\) acts the other way: a harmonic \(V_2\) of the same sign as \(V_1\) lowers this barrier by \(8V_2\), so 6.5 meV alone would remove it and merge the two wells, and together with the 10 meV term it leaves a barrier of 78 meV and gaps of 0.18 and 34 meV. A \(2\mathbf G_j\) term of the opposite sign lowers the barrier by nine times its amplitude, so 10 meV removes it while 2 meV leaves 22 meV. Neither the tunnelling gap nor the double-well form is thus a reliable prediction of the one-harmonic model. The strain also offsets the band edges of the two layers, by \(3\ \text{eV}\times(1-\nu)e=45\) meV for a rough deformation potential of 3 eV. Against a rough interlayer coupling of 300 meV this moves the hybridized edge by \(\sqrt{300^2+22.5^2}-300\approx0.8\) meV if nothing else distinguishes the layers. Parallel-stacked layers, however, carry an interlayer potential of opposite sign at AB and BA. For a rough \(\pm50\) meV the offsets become 95 and \(-5\) meV, the two wells differ by about 3.7 meV, and the lower gap becomes about 3.5 meV, set by this asymmetry more than by tunnelling.

Real layers are not rigid. The effect of this was estimated by letting the layers relax with the mean twist and strain held fixed, using isotropic elasticity (a rough two-dimensional Young modulus of 130 N/m) and a stacking energy per cell \(V\sum_j\cos(\mathbf G_j\cdot\mathbf d)\) with a rough \(V=14\) meV. The profile was restricted to depend on \(s\), rigid sliding was allowed, and the lowest result from three starting offsets was kept. The layers gain 13.4 meV per cell and slide sideways by 0.079 nm, which is \(a/4\). The hole potential then runs from \(-116\) to \(-77\) meV, so the stacking path avoids the AA hill at 240 meV. The larger gap shrinks from 25 to 16 meV and the smaller from 1.15 to 0.88 meV, with the layer offsets left out. Relaxation makes the strain offset vary from about \(-8\) to 77 meV across the stripe, which changes these gaps to 17 and 0.95 meV, and adding the \(\pm50\) meV interlayer potential raises the smaller one to about 4 meV. The larger gap stays at 15 to 16 meV if \(V\) is halved or doubled, but the smaller one becomes 1.7 or 0.71 meV. The collapse twist is unchanged because the mean deformation is fixed. Relaxation that varies along the stripes is left out and could break them up.

A heterostrain of 2% is large. At 0.3% the same formulas give a collapse twist of 0.0015 rad, or \(0.086^\circ\), and a period of 146 nm. For a given displacement the elastic cost of relaxation falls as \(1/L^2\), so the rigid potential is then a poorer guide still. The 2% case must be held by a substrate or clamps, since the uniform strain stores 7.0 meV per cell when shared between the layers. The ratio \(\nu\) that enters is the one actually imposed on the bilayer, which a substrate may alter.

The twist must also be controlled closely. An error of \(0.01^\circ\) gives the stripes a beat length \(a/\sigma\) of 2.3 µm (a sideways shift of \(a/2\) restores the potential, moved by half a period, so the pattern recurs after half this length), and an increase of \(\nu\) by 0.01 moves the collapse by \(0.011^\circ\), which is of the same size. The second-order terms, with all strain in one layer, give 10.6 µm at the first-order twist. The drift is sideways, so a quarter of the beat length already amounts to the shift of \(a/4\) discussed above. In the rigid model, at a tenth of it the lowest level has risen by about 16 meV and the smaller gap has fallen to 0.3 meV. Over 3% of the beat length the lowest level moves by 1.6 meV starting from zero sideways offset, but by 8 meV starting from \(a/8\), so nearly uniform stripes need a device shorter than a few per cent of the beat length at best, with strain and twist uniform across it. The direction of \(\mathbf w\) must be controlled as well, because any tilt makes the stacking drift sideways from stripe to stripe. An axis error of \(1^\circ\) gives the shift of \(a/4\) within about 8 periods and spreads the 20 lowest levels of a strip ten periods wide over 41 meV instead of 1.15 meV if the sideways offset is zero at one edge, and over 26 to 34 meV for four other starting offsets. An increase of \(\nu\) by 0.01 turns \(\mathbf w\) by \(0.45^\circ\) if the twist is retuned to the new collapse, which gives the same shift within about 18 periods, and by \(0.18^\circ\) (45 periods) at fixed twist. A twist error of \(0.01^\circ\) turns it by \(0.24^\circ\) (35 periods). The numerical output below lists the main values for this example.

## Table of computed values

```
lattice constant (rough input): 0.316 nm
Poisson ratio (rough input): 0.25
heterostrain (input): 2.0 %
hole mass (rough input): 1.0 m_e
first-star potential V1 (rough input): 40 meV
collapse twist, first order: 0.01000 rad = 0.5730 deg
exact collapse twist, one layer strained: 0.009963 rad
exact collapse twist, strain shared: 0.0099999 rad
stripe angle from strain axis: 63.43 deg
strain axis angle from chosen G: -26.57 deg
stacking gradient e(1+nu): 0.0250 (no unit)
stripe period: 21.89 nm
wavelengths, strain axis along G: 12.24, 182.70, 13.12 nm
hole potential minimum: -120.0 meV
hole potential maximum: 240.0 meV
potential midway between AB and BA: -80.0 meV
lowest four levels at q=0: -102.73, -101.59, -76.58, -64.94 meV
gap, minibands 1 to 2: 1.15 meV
gap, minibands 2 to 3: 25.01 meV
width of miniband 1 is below: 1e-06 meV
kinetic energy along stripe at k=0.1/nm: 0.381 meV
NEGLECTED EFFECTS
beat along stripe, second order, one layer: 10.56 um
beat along stripe, twist error 0.01 deg: 2.26 um
twist change if nu is larger by 0.01: 0.0113 deg
potential range, no rigid shift: 360.0 meV
potential range, sideways shift a/4: 160.0 meV
gap 1 to 2 with 10 meV harmonic at 2G: 0.04 meV
gap 2 to 3 with 10 meV harmonic at 2G: 48.23 meV
layer offset for rough 3 eV deform. potential: 45.0 meV
edge shift for rough 300 meV layer coupling: 0.84 meV
thermal energy at 4 K: 0.345 meV
thermal energy at 300 K: 25.85 meV
2D Young modulus (rough input): 130 N/m
adhesion amplitude (rough input): 14 meV per cell
stored uniform strain energy, shared: 7.02 meV per cell
energy gained by relaxation: 13.42 meV per cell
largest relaxation displacement about mean: 0.087 nm
mean sideways shift after relaxation: -0.079 nm
relaxed hole potential minimum: -115.6 meV
relaxed hole potential maximum: -76.7 meV
relaxed lowest four levels at q=0: -102.41, -101.52, -85.20, -79.62 meV
relaxed gap, minibands 1 to 2: 0.88 meV
relaxed gap, minibands 2 to 3: 16.31 meV
relaxed width of miniband 1: 0.007 meV
```
